# The Dirac virial theorem, the mean of beta and Hellmann–Feynman derivatives

Suppose a four-component calculation on a one-electron ion has converged, and the total energy differs from $mc^2$ times the mean of $\beta$. Should the basis be enlarged, or is the difference physical? For a point nucleus the two numbers must agree, and a difference signals an error in the wave function. For a fixed screened potential or an extended charge they generally differ, and forcing them together would spoil a correct result. The virial theorem separates the two cases and gives the size of the difference.

## Setting and conventions

Hartree atomic units are used, with $\hbar=e=1$. The electron mass $m$ and the speed of light $c$ stay visible because energies will be differentiated with respect to them; numerical values refer to $m=1$. The Hamiltonian is

$$H=T+\beta mc^2+V(r),\qquad T=c\,\boldsymbol\alpha\cdot\mathbf p. \tag{1}$$

The potential is central, local and independent of $m$ and $c$. It vanishes at infinity, and near the origin it is either finite or behaves as $-Z/r$. We assume that $V$ and $rV'$ are smooth for $r>0$, grow no faster than $1/r$ at the origin and stay bounded at large $r$. The energy $E$ includes the rest energy, and $\varepsilon=E-mc^2$ is the energy relative to a free electron at rest. A bound state has $-mc^2<E<mc^2$ and decays exponentially.

For a state with Dirac quantum number $\kappa$, the upper and lower radial functions are $P/r$ and $iQ/r$, with $P,Q$ real and $\int_0^\infty(P^2+Q^2)\,dr=1$. The equation $H\psi=E\psi$ becomes

$$\begin{aligned}
(mc^2+V)P+c\left(-Q'+\frac{\kappa}{r}Q\right)&=EP,\\
c\left(P'+\frac{\kappa}{r}P\right)+(V-mc^2)Q&=EQ.
\end{aligned}\tag{2}$$

For $V\simeq-Z/r$ insert $P\simeq p\,r^\gamma$, $Q\simeq q\,r^\gamma$. The terms of order $r^{\gamma-1}$ give

$$-Zp+c(\kappa-\gamma)q=0,\qquad c(\kappa+\gamma)p-Zq=0. \tag{3}$$

A nonzero solution needs $Z^2-c^2(\kappa^2-\gamma^2)=0$. We take the positive root,

$$\gamma=\sqrt{\kappa^2-Z^2/c^2},\qquad Z<c|\kappa|. \tag{4}$$

For a finite potential the functions vanish at least as fast as $r^{|\kappa|}$, so we set $\gamma=|\kappa|$. In both cases the integrands of $\langle V\rangle$ and $\langle T\rangle$ are no worse than $r^{2\gamma-1}$, which is integrable.

We also need to move $H$ from one side of a matrix element to the other. Let $(P,Q)$ and $(\tilde P,\tilde Q)$ have the same $\kappa$. In the difference of the two matrix elements the terms with $\kappa/r$, $V$ and $mc^2$ cancel, leaving

$$\begin{aligned}
\langle\psi|H\tilde\psi\rangle-\langle H\psi|\tilde\psi\rangle
&=c\int_0^\infty(-P\tilde Q'+Q\tilde P'+\tilde PQ'-\tilde QP')\,dr\\
&=c\,\big[Q\tilde P-P\tilde Q\big]_0^\infty=0.
\end{aligned}\tag{5}$$

The upper limit vanishes by exponential decay and the lower one as $r^{\gamma+\tilde\gamma}$. The exponents may differ, which matters when $c$ or $Z$ is varied.

## Proof by scaling

Define the normalized dilated state

$$\psi_\lambda(\mathbf r)=\lambda^{3/2}\psi(\lambda\mathbf r),\qquad \lambda>0. \tag{6}$$

One derivative brings out one factor $\lambda$, so $T\psi_\lambda$ is $\lambda$ times the dilated function $T\psi$. The eigenvalue equation, taken at the point $\lambda\mathbf r$, then gives

$$T\psi_\lambda=\lambda\,[E-\beta mc^2-V(\lambda r)]\,\psi_\lambda. \tag{7}$$

By (5), $\langle\psi|H\psi_\lambda\rangle=E\langle\psi|\psi_\lambda\rangle$. Replace $T\psi_\lambda$ on the left by (7):

$$E\langle\psi|\psi_\lambda\rangle
=\langle\psi|\lambda E-\lambda\beta mc^2-\lambda V(\lambda r)+\beta mc^2+V(r)|\psi_\lambda\rangle.$$

Collecting the terms with $E$ and $\beta$ on one side gives an identity for every $\lambda>0$:

$$(\lambda-1)\langle\psi|E-\beta mc^2|\psi_\lambda\rangle
=\langle\psi|\lambda V(\lambda r)-V(r)|\psi_\lambda\rangle. \tag{8}$$

Now divide by $\lambda-1$ and let $\lambda\to1$. On the right,

$$\frac{\lambda V(\lambda r)-V(r)}{\lambda-1}\;\longrightarrow\;
\left.\frac{d}{d\lambda}\,\lambda V(\lambda r)\right|_{\lambda=1}=V+rV'.$$

The limit may be taken under the integral: for $\lambda$ near 1 the radial integrand is bounded by a constant times $r^{2\gamma-1}$ near the origin and decays exponentially far out. Hence

$$E-mc^2\langle\beta\rangle=\langle V+rV'\rangle. \tag{9}$$

The mean of (1) is $E=\langle T\rangle+mc^2\langle\beta\rangle+\langle V\rangle$. Subtracting $mc^2\langle\beta\rangle+\langle V\rangle$ and using (9) gives the virial theorem

$$\boxed{\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle=\langle rV'\rangle.} \tag{10}$$

The Schrödinger theorem has $2\langle p^2/2m\rangle$ on the left. The factor 2 is absent here because $T$ is of first order in the momentum. The proof needs a normalizable state: a free plane wave of nonzero momentum has $V=0$ but $\langle T\rangle=c^2p^2/E\ne0$.

## Stationary does not mean minimal

The same result follows from the energy of the dilated state. Changing the integration variable from $\mathbf r$ to $\mathbf r/\lambda$ gives

$$E(\lambda)=\langle\psi_\lambda|H|\psi_\lambda\rangle
=\lambda\langle T\rangle+mc^2\langle\beta\rangle+\langle V(r/\lambda)\rangle. \tag{11}$$

Its derivative at $\lambda=1$ is $\langle T\rangle-\langle rV'\rangle$, which vanishes by (10). The character of this stationary point depends on the potential.

For $V=-Z/r$ we have $V(r/\lambda)=\lambda V(r)$, and $\langle T\rangle+\langle V\rangle=0$. Thus $E(\lambda)=mc^2\langle\beta\rangle$ for every $\lambda$: the energy is flat. For a Yukawa potential $V=-Ze^{-\mu r}/r$, the last term of (11) is $-Z\langle\lambda e^{-\mu r/\lambda}/r\rangle$. Two derivatives give

$$\begin{aligned}
\frac{d}{d\lambda}\left(\lambda e^{-\mu r/\lambda}\right)
&=\left(1+\frac{\mu r}{\lambda}\right)e^{-\mu r/\lambda},\\
\frac{d^2E}{d\lambda^2}&=-\frac{Z\mu^2}{\lambda^3}\,
\langle r\,e^{-\mu r/\lambda}\rangle<0.
\end{aligned}\tag{12}$$

The eigenstate is therefore a maximum along this path. No minimum principle entered the proof, and none may be read into the result.

## The Coulomb case and the mean of beta

For one fixed point charge, $V=-Z/r$ and $rV'=Z/r=-V$. Equations (9) and (10) become

$$E=mc^2\langle\beta\rangle,\qquad \langle T\rangle=-\langle V\rangle. \tag{13}$$

With $m=1$ this is $E=c^2\langle\beta\rangle$. It refers to the energy with the rest energy included. Since $\langle\beta\rangle=\int(P^2-Q^2)\,dr=1-2N_S$, where $N_S=\int Q^2\,dr$ is the small-component weight, the binding part is

$$\varepsilon=-2mc^2N_S. \tag{14}$$

The binding energy of a Coulomb state thus measures its small-component weight directly.

The 1s state, with $\kappa=-1$, shows this explicitly. Try $P=p\,r^\gamma e^{-ar}$ and $Q=q\,r^\gamma e^{-ar}$. The second equation in (3) gives $q/p=-c(1-\gamma)/Z$. The terms of order $r^\gamma$ in (2) are

$$(mc^2-E)p+ca\,q=0,\qquad -ca\,p-(mc^2+E)q=0. \tag{15}$$

They require $c^2a^2=m^2c^4-E^2$. The choice $E=mc^2\gamma$ gives $a=mc\sqrt{1-\gamma^2}=mZ$. The first equation of (15) then yields $q/p=-(mc^2-E)/(ca)=-c(1-\gamma)/Z$, in agreement with (3), so this is a solution. Because $Z^2/c^2=1-\gamma^2$,

$$\frac{q^2}{p^2}=\frac{(1-\gamma)^2}{1-\gamma^2}=\frac{1-\gamma}{1+\gamma},
\qquad
\langle\beta\rangle=\frac{1-q^2/p^2}{1+q^2/p^2}=\gamma. \tag{16}$$

This is $E/mc^2$, as (13) demands. The density is proportional to $r^{2\gamma}e^{-2ar}$, and one integration by parts gives $\langle1/r\rangle=a/\gamma$. Therefore

$$\langle V\rangle=-\frac{mZ^2}{\gamma},\qquad \langle T\rangle=\frac{mZ^2}{\gamma}. \tag{17}$$

As $Z$ approaches $c$ from below, $\gamma\to0$. Both terms in (17) then diverge while their sum stays zero and $E$ tends to zero. This is why the condition in (4) belongs to the theorem.

## When the difference is physical

For the Yukawa potential,

$$V+rV'=Z\mu e^{-\mu r}>0, \tag{18}$$

so (9) gives $E>mc^2\langle\beta\rangle$. A nucleus with a spherical positive charge density $\rho$ gives the opposite sign. Let $Z(r)$ be the charge inside radius $r$. Then

$$V=-\frac{Z(r)}r-\int_r^\infty4\pi s\,\rho(s)\,ds.$$

In $V'$ the term $-Z'(r)/r=-4\pi r\rho$ cancels the derivative $+4\pi r\rho$ of the integral, leaving $rV'=Z(r)/r$. Hence

$$V+rV'=-\int_r^\infty4\pi s\,\rho(s)\,ds\le0, \tag{19}$$

and $E<mc^2\langle\beta\rangle$. With several nuclei the step to (13) also fails for the electronic energy, because a dilation about one origin moves the other centres and $\lambda V(\lambda\mathbf r)$ is no longer $V(\mathbf r)$. For two point nuclei at distance $R$ the same scaling gives $E-mc^2\langle\beta\rangle=-R\,\partial E/\partial R$. At the equilibrium distance $\partial E/\partial R=Z_AZ_B/R^2$, so there $mc^2\langle\beta\rangle$ equals the total energy $E+Z_AZ_B/R$.

Even for a point nucleus, agreement does not prove that a wave function is accurate. For any normalized trial state with finite means, (11) has the Coulomb form $E(\lambda)=\lambda\langle T+V\rangle+mc^2\langle\beta\rangle$. Whenever $\langle T+V\rangle=0$, the energy equals $mc^2\langle\beta\rangle$ for every $\lambda$, however poor the shape. The exact state dilated by any factor also passes this test, although its length scale is wrong. A difference reveals an error; its absence shows only that $\langle T+V\rangle=0$.

## Derivatives with respect to mass and $c$

Let $H$ and $H'$ belong to neighbouring values of a parameter $\eta$, with eigenstates $\psi,\psi'$ of the same $\kappa$ and energies $E,E'$. By (5), $\langle\psi|H\psi'\rangle=E\langle\psi|\psi'\rangle$. Subtracting this from $\langle\psi|H'\psi'\rangle=E'\langle\psi|\psi'\rangle$ gives

$$(E'-E)\langle\psi|\psi'\rangle=\langle\psi|H'-H|\psi'\rangle. \tag{20}$$

For an isolated radial level $\psi'\to\psi$ as the parameters meet. Division by $\eta'-\eta$ gives the Hellmann–Feynman theorem, $\partial E/\partial\eta=\langle\partial H/\partial\eta\rangle$. Applied to (1), it yields

$$m\frac{\partial E}{\partial m}=mc^2\langle\beta\rangle, \tag{21}$$

$$c\frac{\partial E}{\partial c}=\langle T\rangle+2mc^2\langle\beta\rangle. \tag{22}$$

The factor 2 in (22) comes from differentiating $c^2$. Subtract twice (21) from (22) and use (10):

$$\boxed{c\frac{\partial E}{\partial c}-2m\frac{\partial E}{\partial m}=\langle rV'\rangle.} \tag{23}$$

This is the virial theorem written in terms of energies. For an orbital energy in a mean-field calculation the derivatives must be taken with $V$ held fixed, since a self-consistent potential changes with $m$ and $c$. The total Dirac–Fock energy is stationary in the orbitals, so the analogues of (21) and (22) hold for it without this restriction. For an atom with a point nucleus and Coulomb repulsion between the electrons, every potential term scales as an inverse length. The total energy then equals $mc^2$ times the sum of $\langle\beta\rangle$ over the occupied orbitals, although a single orbital energy does not obey (13).

The combination in (23) has a direct origin. By (11), the operator $\lambda T+\beta mc^2+V(r/\lambda)$ is $H$ transformed by a unitary dilation, so it has the same spectrum. It is also a Dirac Hamiltonian with speed of light $\lambda c$ and mass $m/\lambda^2$, because these leave the rest energy unchanged. Differentiating its constant eigenvalue at $\lambda=1$ gives $c\,\partial_cE-2m\,\partial_mE-\langle rV'\rangle=0$.

For a Coulomb potential the dilated operator is

$$\lambda\left(T-\frac Zr\right)+\beta mc^2
=\lambda\left[T-\frac Zr+\beta\,\frac m\lambda\,c^2\right]. \tag{24}$$

Hence $E(m)=\lambda E(m/\lambda)$ at fixed $c$ and $Z$. Setting $\lambda=m$ shows that $E$ is proportional to $m$, so $m\,\partial_mE=E$. Together with (21) this is a second proof of (13).

The derivative with respect to the charge is $Z\,\partial_ZE=\langle-Z/r\rangle=\langle V\rangle$. Adding it to (22), with $\langle T\rangle+\langle V\rangle=0$, gives

$$c\frac{\partial E}{\partial c}+Z\frac{\partial E}{\partial Z}=2E. \tag{25}$$

This is Euler's relation for a function of degree two in $(c,Z)$. With the proportionality to $m$ it means $E=mc^2f(Z/c)$ for each level.

## The weak-field limit

When $|\varepsilon-V|\ll2mc^2$ in the region that carries the state, the second equation of (2) gives

$$Q\simeq\frac1{2mc}\left(P'+\frac\kappa rP\right). \tag{26}$$

In $\langle T\rangle$ the term $-PQ'$ integrates by parts to $QP'$, so the two halves are equal:

$$\langle T\rangle=2c\int_0^\infty Q\left(P'+\frac\kappa rP\right)dr
\simeq\frac1m\int_0^\infty\left(P'+\frac\kappa rP\right)^2dr. \tag{27}$$

The cross term in the square is $\kappa(P^2)'/r$. For the nonrelativistic $P$ it integrates by parts to $\kappa P^2/r^2$. With $\kappa(\kappa+1)=l(l+1)$,

$$\langle T\rangle\simeq\frac1m\int_0^\infty
\left[P'^2+\frac{l(l+1)}{r^2}P^2\right]dr
=2\left\langle\frac{p^2}{2m}\right\rangle. \tag{28}$$

Equation (10) has become the Schrödinger virial theorem. In the same limit (26) gives $N_S\simeq\langle p^2\rangle/4m^2c^2$, and (14) becomes $\varepsilon\simeq-\langle p^2/2m\rangle$, the familiar Coulomb result.

The derivative with respect to $c$ also estimates the relativistic shift. For 1s with $m=1$, expand $\varepsilon=c^2(\gamma-1)$:

$$\varepsilon=-\frac{Z^2}2-\frac{Z^4}{8c^2}-\frac{Z^6}{16c^4}-\dots,\qquad
-\frac c2\frac{\partial\varepsilon}{\partial c}
=-\frac{Z^4}{8c^2}-\frac{Z^6}{8c^4}-\dots \tag{29}$$

The second expression reproduces the leading shift from $-Z^2/2$. It overestimates the magnitude of the full shift by a fraction $Z^2/2c^2$ at leading order.

## One-electron mercury and two other potentials

Take $Z=80$ with a fixed point nucleus. Nuclear size, recoil and radiative corrections are left out, so the decimals below serve to compare quantities within the model. A Gaussian nucleus of rms radius 5.5 fm alone raises the 1s level by about 2 hartree and gives $E-c^2\langle\beta\rangle\approx-3$ hartree, with the sign of (19). Equations (2) were diagonalized with 40 functions $r^\gamma e^{-ar}L_k^{(2\gamma)}(2ar)$ for each component, where $L_k^{(2\gamma)}$ is a generalized Laguerre polynomial and $a=70$ per bohr. Derivatives are four-point central differences of the computed energies, with relative parameter steps of 0.002 and 0.004. Energies are in hartree, and $c^2=18778.9$.

| State | $\varepsilon$ | $\langle\beta\rangle$ | $\langle T\rangle=-\langle V\rangle$ |
|---|---|---|---|
| 1s | −3532.2 | 0.81191 | 7882.7 |
| 2s | −904.8 | 0.95182 | 2070.4 |
| 2p$_{1/2}$ | −904.8 | 0.95182 | 2070.4 |
| 2p$_{3/2}$ | −817.8 | 0.95645 | 1672.9 |

For 1s, $E=15246.7$, the same as $c^2\langle\beta\rangle$. The binding energy is 3532.2 hartree, or 96.1 keV. The small-component weight is 0.094047, and (14) gives $-2\times18778.9\times0.094047=-3532.2$. The closed form (17) gives $6400/0.811906=7882.7$ for $\langle T\rangle$.

The 2s and 2p$_{1/2}$ rows agree in every column. Their energies coincide as functions of $Z$ in this model, so (13) forces equal $\langle\beta\rangle$ and $Z\,\partial_ZE=\langle V\rangle$ forces equal potential energies, although the radial functions differ.

The 1s finite differences give $m\,\partial_mE=15246.7$ and $c\,\partial_cE=38376.0$. The right side of (22) is $7882.7+30493.3=38376.0$. With $Z\,\partial_ZE=-7882.7$, the left side of (25) is $38376.0-7882.7=30493.3$, which is $2E$. Removing the rest energy gives

$$c\frac{\partial\varepsilon}{\partial c}=38376.0-2\times18778.9=818.2.$$

With unrounded inputs the result is 818.3. It is positive: a larger $c$ weakens the binding.

Now screen the charge with $\mu=20$ per bohr. The lowest $\kappa=-1$ state has $E=16614.6$ and $\varepsilon=-2164.3$, but $c^2\langle\beta\rangle=15455.1$. The difference, 1159.5, is accounted for by (9), since $\langle V\rangle+\langle rV'\rangle=-6238.8+7398.3=1159.5$. Taking $c^2\langle\beta\rangle$ for the energy would overstate the binding by 54% of its true value. The derivative form (23) still holds: $38308.6-30910.3=7398.3$.

Dilating this state by $\lambda=0.80$ and $1.25$ changes $\varepsilon$ from $-2164.3$ to $-2172.7$ and $-2173.3$. Both values lie lower, as the negative curvature in (12) requires. The Coulomb 1s value stays at $-3532.2$ for both dilations.

The difference can also be negative. The well $V=-De^{-\mu r}$ with $D=6000$ hartree and $\mu=40$ per bohr has $V+rV'=-D(1-\mu r)e^{-\mu r}$, which changes sign at $r=1/\mu$. Its lowest $\kappa=-1$ state has $E=17733.3$ and $c^2\langle\beta\rangle=17839.9$, a difference of $-106.6$. The means give the same number, $-2012.9+1906.3=-106.6$.

For the weak-field rule (29), the basis exponent was set to $a=0.8Z$. At $Z=10$ the computed 1s shift is $-0.06674$ hartree and the estimate from the $c$-derivative is $-0.06692$, too large in magnitude by 0.27% of the shift. At $Z=20$ the values are $-1.0765$ and $-1.0882$, an excess of 1.08%. The leading prediction $Z^2/2c^2$ is 0.27% and 1.07%; the small remainder at $Z=20$ comes from higher terms of the expansion.

In the decision posed at the start, the quantity to compare with zero is therefore $E-mc^2\langle\beta\rangle-\langle V+rV'\rangle$. Its last term vanishes for a single point nucleus and must be kept for the screened and extended charges treated here. A nonzero value reveals an error. A zero value shows only that the energy (11) is stationary under dilation, which a poor basis with a tuned exponent also achieves, so convergence in the basis must still be established separately.
